Why a Gaussian Width Fit Does Not Predict Closed Contacts

**Q:** Suppose a large set of contact holes has a mean width of 13.93 nm and a standard deviation of 1.094 nm, and the histogram looks Gaussian. Zero width is 12.7 standard deviations below the mean, so the Gaussian gives a closure probability of 2 × 10⁻³⁷. Photon noise can then never close a contact, and any closed one must have another cause. What could be wrong with that?

**A:** The data fix the curve within a few standard deviations of the mean. The claim about closure uses it at 12.7. In between, you assume that width responds to the underlying noise in the same way all the way down to zero. Let us test that on a model simple enough to solve, with your two numbers as its output.

Take one contact in a positive resist exposed with extreme ultraviolet light. Let N be the number of photons absorbed in it, a Poisson variable with mean n̄. I assume for now that a fluctuation of N scales the whole image by the common gain s = N/n̄. The blurred image at distance r from the centre is

s exp(−r²/2σ²).

Each photon makes acid, and base quencher neutralizes a fixed amount of it. Resist dissolves only where acid is left over. In units of the mean peak acid level, let that threshold be exp(−L), with L > 0. The number L is the logarithmic dose margin of the centre.

**Q:** Then the edge is where the image crosses the threshold.

**A:** Yes. Setting the two equal and taking logarithms gives

ln s − r²/2σ² = −L, so r² = 2σ²(L + ln s).

Define the critical count n_c = n̄ exp(−L). Then L = ln(n̄/n_c), and L + ln s = ln(n̄/n_c) + ln(N/n̄) = ln(N/n_c). The width w = 2r is

w = 2σ √(2 ln(N/n_c)) for N > n_c.

For N ≤ n_c even the centre stays below threshold, and there is no hole. At N = n̄ the width is w₀ = 2σ√(2L), so w₀² = 8σ²L.

**Q:** The square root is smooth near w₀. For small noise I can still linearize it.

**A:** You can, and that is what the histogram shows. Differentiate w² = 8σ² ln(N/n_c):

2w dw/dN = 8σ²/N, so dw/dN = 4σ²/(wN).

At the mean, 4σ² = w₀²/(2L), so the slope is w₀/(2Ln̄). The standard deviation of N is √n̄. To leading order in the noise,

σ_w = w₀/(2L√n̄).

Now look at a width w₀(1+δ), where δ = −1 means closure. Far out, a Gaussian tail probability is governed by exp(−z²/2), with z the distance in standard deviations. Here z = |δ|w₀/σ_w = 2L|δ|√n̄, so

fit exponent = z²/2 = 2L²δ²n̄.

**Q:** And the real tail?

**A:** It must be computed from the count. For any θ ≥ 0, the factor exp[θ(k−N)] is at least 1 when N ≤ k and positive otherwise. Its mean therefore bounds the probability:

P(N ≤ k) ≤ exp[θk + n̄(e^(−θ) − 1)].

The bound is tightest where the derivative of the exponent vanishes, k = n̄e^(−θ), or θ = ln(n̄/k). Inserting this gives

P(N ≤ k) ≤ exp[−n̄ h(k/n̄)], h(r) = r ln r − r + 1.

This is a bound, but it has the right exponent. Let m be the largest integer not above n_c. Stirling's formula for m! gives the single Poisson term

P(N = m) ≈ exp[−n̄h(m/n̄)]/√(2πm).

The next lower term is smaller by the factor m/n̄, and the following ones by nearly the same factor. Summing them as a geometric series gives

P(closed) ≈ exp[−n̄h(m/n̄)] / [√(2πm) (1 − m/n̄)].

The prefactor changes the probability, but for large n̄ at fixed L it does not change the leading exponent, which is n̄h(e^(−L)).

**Q:** Can you compare the two exponents without choosing numbers?

**A:** At width w₀(1+δ) the width relation gives ln(N/n_c) = L(1+δ)². Subtracting L = ln(n̄/n_c) gives

y = ln(N/n̄) = L(2δ + δ²).

The true exponent is therefore n̄h(e^y), with h(e^y) = ye^y − e^y + 1. Its derivative with respect to y is ye^y, and it vanishes at y = 0. Hence

h(e^y) = ∫₀^y t e^t dt.

For negative y, the factor e^t is below 1 and the integral is smaller than y²/2. For positive y it is larger. Also, since 2δ + δ² = 2δ(1 + δ/2),

y²/2 = 2L²δ²(1 + δ/2)².

Dividing the true exponent by the fit exponent gives

R = [h(e^y)/(y²/2)] (1 + δ/2)².

For closure δ = −1. The last factor is 1/4, and the bracket is below 1. The true exponent is less than a quarter of the one your fit implies.

**Q:** Why a quarter? I would have expected a small correction if the noise is small.

**A:** Small noise makes the linearization good near w₀. It does not make it good at closure. The tangent to the width curve reaches zero at a relative dose change of −2L. The actual curve reaches zero at a change of −L in the logarithm of dose. For small L these two measures of dose change agree, so the tangent puts closure twice as far away as it is. The exponent is quadratic in distance, and two becomes four.

For small L, expanding e^(−t) in the integral gives h(e^(−L)) = L²/2 − L³/3 + …, so

R = ¼(1 − 2L/3 + …).

The limit requires many photons first: n̄L² must be large, or closure is not a rare event. For L = 0.02 and n̄ = 10⁷, summing the Poisson tail and fitting a Gaussian to the exact mean and standard deviation gives a ratio of log-probabilities of 0.247.

**Q:** Now put in numbers that give my histogram.

**A:** Take w₀ = 14 nm and σ = 8 nm. Then

L = 14²/(8 × 8²) = 0.383, exp(−L) = 0.682.

Let the mean incident dose over the contact be 20 mJ/cm². At a wavelength of 13.5 nm a photon carries 91.84 eV, so this dose is 13.59 photons per nm². A 30 nm film with an absorption coefficient of 5 per µm absorbs the fraction 1 − exp(−0.15) = 0.139, or 1.893 photons per nm². The contact area is π(7 nm)² = 153.9 nm², which gives

n̄ = 1.893 × 153.9 = 291.4, n_c = 0.6819 × 291.4 = 198.7.

The linearized spread is 14/(2 × 0.3828 × √291.4) = 1.07 nm. Summing over the Poisson distribution of open contacts gives a mean of 13.93 nm and a standard deviation of 1.094 nm. Those are your numbers.

The linearized fit exponent is 2 × 0.3828² × 291.4 = 85.4. The true one is n̄[1 − e^(−L)(1+L)] = 16.6. With m = 198, the tail formula gives a closure probability of 4.0 × 10⁻⁹, and direct summation gives 3.95 × 10⁻⁹. That is about four per billion, or one closure in 250 million contacts, where your fit gave 2 × 10⁻³⁷.

**Q:** Surely such a bad fit would show itself in the histogram. The widths must be skewed.

**A:** They are, but modestly. Write x = (N − n̄)/n̄, so that w = w₀√(1 + ln(1+x)/L). Using ln(1+x) ≈ x − x²/2 and √(1+u) ≈ 1 + u/2 − u²/8, and keeping terms to x²,

w/w₀ ≈ 1 + (x − cx²)/(2L), c = 1/2 + 1/(4L).

For a Poisson count, x has variance 1/n̄ and third moment 1/n̄², and its fourth moment is 3/n̄² to leading order. The third central moment of x − cx² is then

1/n̄² − 3c(3/n̄² − 1/n̄²) = (1 − 6c)/n̄².

Dividing by the cube of the standard deviation, n̄^(−3/2), and inserting c gives

skewness ≈ −(2 + 3/(2L))/√n̄.

Here that is −0.35, and the exact sum gives −0.37. I simulated 2000 samples of 100 contacts each and applied a skewness test at the 5% level. Of these, 70% passed as Gaussian. With 1000 contacts per sample, 0.5% passed.

**Q:** So with enough contacts the test protects me.

**A:** It warns you here. But the skewness falls as 1/√n̄, while R does not depend on n̄. At larger n̄ and the same L, the histogram looks more Gaussian and the ratio of exponents stays wrong. For n̄ = 30,000 and this L, the summed tail still gives a ratio of 0.195. Closure is then far rarer, of course, but the fit misses it by a far larger factor.

Less remote widths also give a warning. For w ≤ 10 nm the true probability is 1.3 × 10⁻³ and the fit gives 1.7 × 10⁻⁴. For w ≤ 5 nm they are 1.6 × 10⁻⁷ and 1.7 × 10⁻¹⁶.

**Q:** Our analysis software rejects very narrow holes as bad images. That should at least remove outliers that distort the fit.

**A:** In this model it removes part of the evidence. Put a gate at 12 nm. It discards 4.9% of the contacts, raises the mean to 14.05 nm and lowers the standard deviation to 0.95 nm. A Gaussian with those values predicts closure at 8 × 10⁻⁵⁰.

Closed contacts are missing from a list of widths as well. Their loss barely moves the fit, since they are so few, but they are the very events you want to predict. They must be recorded as a separate outcome, not as blank entries.

Truncation of the source is another matter. If some control kept N from ever falling to n_c, the closure probability would be zero, and any Gaussian would overstate it. A histogram of the bulk alone cannot tell you which case you have.

**Q:** Then is the Gaussian always too optimistic when the tail is not cut off?

**A:** No. Look at holes that are too wide and may merge with a neighbour. For δ > 0 both factors in R exceed 1, so far above the mean the true tail is thinner than the fitted one. The logarithm in the width relation means that extra width costs more and more photons. For w ≥ 20 nm the Poisson sum gives 2.8 × 10⁻¹⁵, while the fit gives 1.4 × 10⁻⁸. On that side the fit would raise an alarm about merging that this noise does not justify.

Near the mean, δ and y tend to zero and R tends to 1. There the Gaussian does its proper job.

**Q:** Could I keep my widths and fit a better variable?

**A:** If the image and threshold model holds, yes. Since w²/(8σ²) = ln(N/n_c), the squared width measures log-dose, and closure lies at w² = 0. The relative spread of N is 1/√n̄, so to leading order ln N has standard deviation 1/√n̄. Closure lies a distance L below the mean, and a Gaussian fit to w² has the exponent n̄L²/2.

You can also convert to dose itself through N/n_c = exp(w²/8σ²), which requires σ. Closure is then a relative drop of 1 − e^(−L), and the exponent is n̄(1 − e^(−L))²/2.

The true exponent lies between them. We already have h(e^(−L)) < L²/2. For the other side, h and its first derivative vanish at r = 1, and the second derivative is 1/r, which exceeds 1 for r < 1. Integrating twice gives h(r) > (1−r)²/2 there.

With the exact means and standard deviations, the log-dose fit gives a closure probability of 4.3 × 10⁻¹¹, and the dose fit gives 2.8 × 10⁻⁸. The Poisson value of 4.0 × 10⁻⁹ lies between. The same bulk data, described in three variables, give predictions that differ by nearly thirty powers of ten. The choice of variable is a physical assumption, and the bulk fit does not supply it.

**Q:** You also made assumptions. One photon count for the whole contact, and chemistry without noise.

**A:** Then let us change them. First the chemistry, keeping n̄ and n_c fixed. Let each photon yield a Poisson number of acids with mean 3, and let the quencher molecules number 3n_c on average, also with Poisson noise. The contact is closed when the acids do not outnumber the quenchers. Random yield alone raises the closure probability to 2.4 × 10⁻⁷, random quencher alone to 2.2 × 10⁻⁷, and both together to 2.9 × 10⁻⁶.

The widths spread too. In 400,000 simulated contacts with both sources, the standard deviation is 1.49 nm. A Gaussian fit to those widths gives 5 × 10⁻²¹, still far below the closure probability of the same model.

**Q:** And the common photon count?

**A:** That is a simplification too, because the edge and the centre absorb different photons. I replaced it by independent Poisson counts in 1 nm cells, blurred by a Gaussian of standard deviation 3.5 nm. The mean blurred image keeps its shape and the threshold keeps its relative level. The absolute photon density is a new choice: I set the average over the 14 nm disc to 1.893 photons per nm², which puts the peak at 2.28 per nm². A contact is closed if no point exceeds the threshold, and an open one is given the diameter of a circle of equal area.

In 8000 simulated contacts the width has a standard deviation of 0.72 nm, because independent fluctuations partly average out around the edge. Closure is too rare for plain simulation. I therefore drew photons from a reduced map in which closures are frequent, and weighted each closure by the ratio of its original to its altered probability. The result is 8.5 × 10⁻¹¹, with a sampling error of several per cent. The Gaussian fit to these widths gives less than 10⁻⁸⁰.

So the value of four per billion does not survive this change: with this blur and this photon density it falls by a factor of about 46. The failure of the width fit does survive.

**Q:** How close is any of this to a real process?

**A:** The film thickness and absorption are in the rough range of chemically amplified resists. The dose is on the low side, the contact is small, and a width spread of three standard deviations equal to 3.3 nm is large for a 14 nm hole. This is a stressed case, not a typical production layer. Real resists have neither a common gain nor noiseless chemistry. In the tests above, dropping the first assumption lowered the result by a factor of about 46, and dropping the second alone raised it by a factor of about 700. The first factor depends very strongly on the blur I chose: it is about 3 for a blur of 3 nm and about 2600 for 4 nm. It also depends on the photon scale: with 1.893 photons per nm² at the peak rather than as the disc average, it is only about 2. So 46 is not a typical correction. The second depends on the acid yield and quencher number: it is about 4000 for a yield of 2 and about 100 for a yield of 5, with the quencher scaled to match. At a yield of 3 the model implies about 0.19 acids and 0.13 quenchers per nm³. It ignores depletion of the acid generator and assigns the whole threshold to quencher, which real resists need not obey. If holes up to 6 nm wide also fail to develop, failure in the original model rises to 8.5 × 10⁻⁷, a factor of about 200. I have not combined these changes, so their factors should not simply be multiplied. Particles, mask defects and etching are left out altogether.

Dose matters as well. At fixed n_c the exponent is n_c ln(n_c/n̄) − n_c + n̄, and its derivative with respect to ln n̄ is n̄ − n_c = 92.7. A 3% dose loss therefore lowers the exponent by about 2.8 to first order, and by 2.7 exactly, a factor of about 15. The prefactor adds a little more: the full sum gives 6.3 × 10⁻⁸, which is 16 times higher.

Measured widths contain one more thing: measurement error. It widens the histogram without closing a single hole. With enough of it, a Gaussian fit could err less, or even err in the other direction. Agreement with a failure rate would then be accidental.

**Q:** So what may I conclude from my histogram?

**A:** You may state the mean, the spread, and the probability of widths within the range you have sampled well. For closure you need either a direct count or a model of the path from photons to an open hole. At four per billion, ten expected closures require about 2.5 billion contacts. A test at reduced dose makes closures easier to count, and the way their number changes with dose tests the model. Carrying the result back to the working dose still relies on that model, but the assumption is now visible and can be challenged.
